# Ionic Permittivity from an Infrared Line: Counting the Local Field Once

## The problem

An insulating film contains $N=2\times10^{22}$ ionic oscillators per cubic centimetre. Each has charge $q=2e$ and mass $m=10$ u, and responds equally to a field along any of three perpendicular axes. In a very thin film, with the infrared field lying in the film plane, the absorbed power peaks at the wavenumber $\nu=500\ \text{cm}^{-1}$. What do these oscillators add to the static relative permittivity?

SI formulas are used. The unit u is the unified atomic mass unit. It is not the electron mass, which is the unit of mass in atomic units: ten electron masses would give a contribution of about 2870, far outside the range of an interlayer dielectric. The charge $q$ is dynamical: it is the change of dipole moment per unit displacement at fixed macroscopic field. The macroscopic field $E$ is the average over many atomic spacings; between capacitor plates it is the voltage divided by the film thickness.

## A tempting solution

Treat the ions as rigid charges on sites of cubic symmetry. The absorption line gives the angular frequency $\omega_0=2\pi c\nu$, hence a spring constant $k=m\omega_0^2$. An ion feels the other dipoles as well as the average field, so the field acting on it is taken to be the Lorentz local field

$$E_{\rm loc}=E+\frac{P}{3\varepsilon_0},$$

where $P=Nqx$ is the polarization and $x$ the displacement. Force balance, $kx=qE_{\rm loc}$, then gives

$$P=\frac{Nq^2}{k}\left(E+\frac{P}{3\varepsilon_0}\right).$$

Divide by $\varepsilon_0E$ and write $\Delta\varepsilon=P/(\varepsilon_0E)$ and $S=Nq^2/(\varepsilon_0k)$:

$$\Delta\varepsilon=S\left(1+\frac{\Delta\varepsilon}{3}\right)
\quad\Longrightarrow\quad
\Delta\varepsilon=\frac{S}{1-S/3}.$$

The data give $S=1.5746$, and so $\Delta\varepsilon=3.31$.

The algebra is sound, and so is the local field for this model. The answer is nevertheless wrong.

## Where the fault lies

The fault is the step $k=m\omega_0^2$. It takes the observed frequency for that of an ion held by its short-range spring alone. The ions in the film also act on one another while they vibrate, and the absorption line already contains that effect.

**The local field.** Cut an imaginary sphere around one ion. The dipoles inside it, at cubic sites and all parallel to $z$, give a field at the centre proportional to

$$\sum\frac{3z^2-r^2}{r^5}.$$

Cubic symmetry makes the sums of $x^2/r^5$, $y^2/r^5$ and $z^2/r^5$ equal. Since $r^2=x^2+y^2+z^2$, the sum above is zero. The material outside the sphere acts as a continuum. It contributes the field $E$ and the field of the bound charge on the cavity wall.

The normal pointing out of the material points into the cavity, so at polar angle $\theta$ the wall carries surface charge $-P\cos\theta$. The field of a wall element at the centre points from the element towards the centre if its charge is positive, which brings a second factor $-\cos\theta$ in the $z$ component. The two signs cancel:

$$E_{\rm wall}=\frac{P}{4\pi\varepsilon_0}\int\cos^2\theta\,d\Omega
=\frac{P}{4\pi\varepsilon_0}\,\frac{4\pi}{3}=\frac{P}{3\varepsilon_0}.$$

**The vibration.** Let $\omega_b$ be the bare frequency, set by the short-range spring alone. For a uniform displacement of all the ions,

$$m\ddot x=-m\omega_b^2x+q\left(E+\frac{Nqx}{3\varepsilon_0}\right).$$

Collect the terms in $x$, and define $\omega_p^2=Nq^2/(\varepsilon_0m)$:

$$m\ddot x=-m\left(\omega_b^2-\frac{\omega_p^2}{3}\right)x+qE.$$

The dipoles of the other ions, through the field $P/(3\varepsilon_0)$, pull each ion further in the direction in which it has already moved. They weaken the restoring force, and the frequency at zero macroscopic field is

$$\omega_T^2=\omega_b^2-\frac{\omega_p^2}{3}.$$

**What the absorption line measures.** Add a friction force $-m\gamma\dot x$ and let $E$ vary as $e^{-i\omega t}$. Each time derivative becomes a factor $-i\omega$, so

$$(\omega_T^2-\omega^2-i\gamma\omega)\,x=\frac{qE}{m},\qquad
\chi(\omega)=\frac{Nqx}{\varepsilon_0E}=\frac{\omega_p^2}{\omega_T^2-\omega^2-i\gamma\omega}.$$

A field in the film plane is continuous across the surfaces. If the film is thin enough to disturb the wave very little, the field inside has the amplitude $E_0$ of the incident one. The mean absorbed power per volume is the average of $E\,dP/dt$, which is $\tfrac12\varepsilon_0\omega\chi''E_0^2$, where $\chi''$ is the imaginary part of $\chi$. Here

$$\omega\chi''=\frac{\omega_p^2\gamma\omega^2}{(\omega_T^2-\omega^2)^2+\gamma^2\omega^2}
=\frac{\omega_p^2\gamma}{(\omega_T^2-\omega^2)^2/\omega^2+\gamma^2}.$$

The last denominator is smallest at $\omega=\omega_T$, whatever the value of $\gamma$. The stated 500 cm$^{-1}$ is therefore $\omega_T$, called the transverse frequency, and not $\omega_b$. The tempting solution used a spring already softened by the other ions and then softened it again.

The number 3.31 does answer another question. If 500 cm$^{-1}$ were the bare wavenumber, the film would absorb at $500\sqrt{1-S/3}=345\ \text{cm}^{-1}$, and its ionic contribution would be 3.31. That film is not the one in the problem.

## The right solution

Set $\omega=0$ in $\chi(\omega)$, with $\omega_T=\omega_0=2\pi c\nu$ taken from the absorption line:

$$\boxed{\Delta\varepsilon=\frac{\omega_p^2}{\omega_0^2}=\frac{Nq^2}{\varepsilon_0m\omega_0^2}}$$

No local-field factor appears, because the local field is inside $\omega_0$. The bare frequency leads to the same place if it is used consistently. With $S_b=\omega_p^2/\omega_b^2$,

$$\frac{S_b}{1-S_b/3}=\frac{\omega_p^2}{\omega_b^2-\omega_p^2/3}=\frac{\omega_p^2}{\omega_T^2}.$$

**Polarizable electrons.** Real ions are not rigid. To second order in $x$ and $E$, the energy per oscillator of an isotropic medium at given macroscopic field can be written

$$u=\tfrac12m\omega_0^2x^2-qxE-\tfrac12\alpha E^2,$$

where $\alpha$ describes the electrons with the ions held still. The force is $-\partial u/\partial x=-m\omega_0^2x+qE$, and the dipole moment is $-\partial u/\partial E=qx+\alpha E$. The same $q$ stands in both, because both come from the one term $-qxE$. In a static field the force vanishes, so $x=qE/(m\omega_0^2)$ and

$$\frac{P}{\varepsilon_0E}=\frac{N\alpha}{\varepsilon_0}+\frac{Nq^2}{\varepsilon_0m\omega_0^2}.$$

The first term is the electronic part, $\varepsilon_\infty-1$, and the second is the boxed result. The formula thus survives electronic polarization, provided that $q$ and $\omega_0$ are both defined at fixed macroscopic field.

**The numbers.** The angular frequency is

$$\omega_0=2\pi c\nu=9.418\times10^{13}\ \text{rad/s}.$$

The factor $2\pi$ matters: a wavenumber counts cycles, not radians. The effective spring constant is

$$k=m\omega_0^2=(1.6605\times10^{-26}\ \text{kg})(9.418\times10^{13}\ \text{s}^{-1})^2=147.3\ \text{N/m}.$$

With $N=2\times10^{28}\ \text{m}^{-3}$ and $q=3.204\times10^{-19}$ C,

$$\Delta\varepsilon=\frac{(2\times10^{28})(3.204\times10^{-19})^2}{(8.854\times10^{-12})(147.3)}=1.57.$$

With the constants carried to full precision the result is 1.5746, which is used below to compare numerical methods. The third figure has no physical weight for such round inputs: since $\Delta\varepsilon\propto q^2/\nu^2$, a 1 % error in either the charge or the wavenumber moves the result by about 2 %.

The displacements behind this number are small. At 1 MV/cm,

$$x=\frac{qE}{k}=0.2175\ \text{pm},\qquad P=Nqx=0.139\ \mu\text{C/cm}^2.$$

Dividing this polarization by $\varepsilon_0E$ returns 1.57. The ratio can also be read in wavenumbers: $\omega_p$ corresponds to 627.4 cm$^{-1}$, and $(627.4/500)^2=1.57$.

## Temperature and damping

Treat each oscillator as independent, with the spring constant $k=m\omega_0^2$. The displacement of 0.2175 pm is then much smaller than its zero-point width, $\sqrt{\hbar/(2m\omega_0)}=5.81$ pm. In a crystal the dipole coupling changes this width somewhat, because each ion takes part in vibrations of many frequencies. The classical force balance still gives the right mean. Completing the square in the potential energy,

$$\tfrac12kx^2-qEx=\tfrac12k\left(x-\frac{qE}{k}\right)^2-\frac{q^2E^2}{2k},$$

shows that the field moves every harmonic eigenstate by $qE/k$ and lowers every level by the same amount. The thermal populations do not change, so the mean displacement is $qE/k$ at any temperature, with $N$, $q$ and $k$ held fixed. Numerical diagonalization of the oscillator in a field gives 1.5746 at both 300 K and 700 K.

Damping drops out at $\omega=0$, where the friction term vanishes. The absorption spectrum also holds the static answer, whatever its width. To see this, consider

$$J=\int_0^\infty\frac{d\omega}{D},\qquad D=(\omega_0^2-\omega^2)^2+\gamma^2\omega^2.$$

Replacing $\omega$ by $\omega_0^2/\omega$ turns $D$ into $\omega_0^4D/\omega^4$ and $d\omega$ into $\omega_0^2\,d\omega/\omega^2$, once the limits are put back in order. Hence $J$ also equals $\int_0^\infty(\omega^2/\omega_0^2)\,d\omega/D$. Add the two forms:

$$2J=\frac1{\omega_0^2}\int_0^\infty\frac{\omega_0^2+\omega^2}{D}\,d\omega.$$

Now let $s=\omega-\omega_0^2/\omega$. Then $ds=(\omega^2+\omega_0^2)\,d\omega/\omega^2$ and $D=\omega^2(s^2+\gamma^2)$, so

$$2J=\frac1{\omega_0^2}\int_{-\infty}^{\infty}\frac{ds}{s^2+\gamma^2}=\frac{\pi}{\gamma\omega_0^2}.$$

Since $\chi''/\omega=\omega_p^2\gamma/D$, it follows that

$$\frac2\pi\int_0^\infty\frac{\chi''(\omega)}{\omega}\,d\omega
=\frac2\pi\,\omega_p^2\gamma\,\frac{\pi}{2\gamma\omega_0^2}=\frac{\omega_p^2}{\omega_0^2}=\Delta\varepsilon.$$

Numerical integration with a damping of 50 cm$^{-1}$ gives 1.5746. The absorbed power is proportional to $\omega\chi''$, so in this integral it carries the weight $1/\omega^2$. Low-frequency bands therefore count for more than their absorption strength alone suggests.

At a circuit frequency of 10 GHz the response is practically static. With the same damping, the real part differs from $\Delta\varepsilon$ by a fraction $4.4\times10^{-7}$, and the imaginary part is $1.1\times10^{-4}$. This is the loss of the vibrational line alone.

## When the number changes

**Motion along bonds.** Suppose that each oscillator moves only along one bond, at angle $\theta$ to the field, with the same $q$, $m$ and $\omega_0$. The force along the bond is $qE\cos\theta$, and the dipole component along the field brings another $\cos\theta$. For random directions the average of $\cos^2\theta$ is $1/3$, and the contribution falls to 0.525. The density in the boxed formula therefore counts centres with three equivalent directions of motion, not single bonds.

**A band instead of a line.** Let the wavenumbers be spread evenly from $\nu_1$ to $\nu_2$, with charge and mass unchanged. The average of $1/\nu^2$ is

$$\frac1{\nu_2-\nu_1}\int_{\nu_1}^{\nu_2}\frac{d\nu}{\nu^2}
=\frac1{\nu_2-\nu_1}\left(\frac1{\nu_1}-\frac1{\nu_2}\right)=\frac1{\nu_1\nu_2}.$$

For 400 to 600 cm$^{-1}$ the contribution changes by the factor $500^2/(400\times600)$, a rise of 4.2 % over the single line. The soft half of the band gains more than the stiff half loses.

**Anharmonic springs.** Take the potential $\tfrac12kx^2(1+x^2/L^2)$ with a chosen length $L=100$ pm, and keep $k$ fixed. The first transition rises from 500 to 505.0 cm$^{-1}$, and at 300 K the contribution is 1.538. This is 2.31 % below the harmonic formula with 500 cm$^{-1}$, but only 0.37 % below the same formula with the first transition at 505.0 cm$^{-1}$. In this model, using the frequency of the first transition absorbs most of the anharmonic correction at 300 K; at higher temperatures it absorbs a smaller share, about half at 700 K. The observed peak is not quite the first transition, because transitions from thermally excited levels lie higher and pull it upward. If each transition is given a damping of 50 cm$^{-1}$, the peak lies near 506 cm$^{-1}$ at 300 K and near 509.5 cm$^{-1}$ at 700 K, and the formula with that peak is within 0.2 % at both temperatures.

**Strong fields.** To isolate the effect of the field, leave out zero-point and thermal motion. The classical force balance for this potential is then $kx(1+2x^2/L^2)=qE$. At 10 MV/cm, a rough breakdown field for a good oxide, the displacement is 2.17 pm, and the ratio $P/E$ is 0.094 % below its linear value. The slope $dP/dE$, which sets the small-signal response under such a bias, falls three times as much, by 0.28 %: to first order the two changes are $-2x^2/L^2$ and $-6x^2/L^2$. For this spring, breakdown comes long before the ionic response saturates.

**Changing the density.** At fixed $\omega_0$ the contribution is proportional to $N$. If a material is diluted uniformly, however, it is the bare spring that may stay fixed, and then the line moves. For rigid ions on cubic sites, $\Delta\varepsilon=\omega_p^2/(\omega_b^2-\omega_p^2/3)$ with $\omega_p^2\propto N$, so

$$\frac{d\ln\Delta\varepsilon}{d\ln N}=1+\frac{\omega_p^2/3}{\omega_b^2-\omega_p^2/3}=1+\frac{\Delta\varepsilon}{3}\approx1.52.$$

A 1 % dilution then lowers the ionic part by about 1.5 %, and the infrared line shifts upward. This value holds for rigid ions only. For point-polarizable ions on cubic sites with fixed bare properties, $(\varepsilon-1)/(\varepsilon+2)\propto N$ holds for both the static permittivity $\varepsilon_s$ and $\varepsilon_\infty$, so each obeys $d\varepsilon/d\ln N=(\varepsilon-1)(\varepsilon+2)/3$. Subtracting the two and dividing by $\Delta\varepsilon=\varepsilon_s-\varepsilon_\infty$ gives the slope $(\varepsilon_s+\varepsilon_\infty+1)/3$, which is 2.26 for $\varepsilon_\infty=2.1$. Here the local field has a real effect: it sets how the frequency shifts with density when the bare spring stays fixed. In the opposite direction, as $\omega_p^2$ approaches $3\omega_b^2$, the frequency $\omega_T$ goes to zero and $\Delta\varepsilon$ diverges. The harmonic model fails before that point. There $\omega_T^2$ is a small difference of two large terms, so even a slight anharmonic change of the bare spring alters it strongly, and the displacement $qE/(m\omega_T^2)$ at a given field grows without bound. On some lattices, such as the simple cubic one, a vibration in which neighbouring rows of ions move in opposite directions becomes unstable even earlier.

## Beside a real interlayer dielectric

The parameters lie roughly in the regime of dense silica-like oxide films. With a rough electronic permittivity of 2.1, the total is $2.1+1.57=3.67$, of which the ionic part is 43 %. Silica films have a static permittivity of roughly 4, so the size is reasonable, but the inputs are round numbers and the closeness is no prediction. The assumption that silica breaks most plainly is the single isotropic line: it has several separate bands, reaching to roughly 1100 cm$^{-1}$, each with its own effective charge and directions of motion. The 4.2 % found above covers only a modest spread about 500 cm$^{-1}$; for a real film one sums the contributions of the measured bands. Absorbed water adds a further polarization that this model leaves out. The numerical output lists the values used here.

## Table of computed values

```
oscillator density: 2.0e+22 cm^-3
charge: 2.0 e = 3.2044e-19 C
mass: 10.0 u = 1.6605e-26 kg
transverse wavenumber: 500 cm^-1
angular frequency: 9.4183e+13 rad/s
spring constant: 147.30 N/m
ionic plasma wavenumber: 627.4 cm^-1
field: 1.0 MV/cm
displacement at this field: 0.2175 pm
polarization at this field: 0.1394 uC/cm^2
ionic permittivity contribution: 1.5746 (no unit)
difference from 1.58: -0.34 %
same with 10 electron masses: 2870 (no unit)
quantum result at 300 K: 1.5746 (no unit)
quantum result at 700 K: 1.5746 (no unit)
result from absorption integral: 1.5746 (no unit)
rough electronic permittivity: 2.1 (no unit)
total permittivity: 3.67 (no unit)
ionic share of total: 43 %
contribution if nu is bare: 3.31 (no unit)
transverse wavenumber if nu is bare: 345 cm^-1
contribution for random bonds: 0.525 (no unit)
band limits: 400 to 600 cm^-1
change from band: +4.2 %
zero-point width: 5.81 pm
anharmonic length: 100 pm
anharmonic first transition: 505.0 cm^-1
anharmonic contribution at 300 K: 1.5382 (no unit)
its shift from harmonic formula: -2.31 %
its shift from formula with actual line: -0.37 %
rough breakdown field: 10 MV/cm
displacement at breakdown field: 2.17 pm
nonlinear change at breakdown field: -0.094 %
damping: 50 cm^-1
relative dispersion at 10 GHz: 4.4e-07
imaginary permittivity at 10 GHz: 1.1e-04 (no unit)
```
